Bounds on the binding of an ellipsoidal-valley Coulomb donor

Atomic units are used in the algebra: ħ, the electron mass, the elementary charge and 4πε₀ are all 1. Energies are then in hartree, lengths in bohr, and masses in electron masses. An electron near the bottom of one ellipsoidal conduction valley, bound to a singly charged donor, is described in the effective-mass approximation by

H = p₁²/(2m₁) + p₂²/(2m₂) + p₃²/(2m₃) − 1/(εr).

Here pᵢ = −i∂ᵢ along the principal axes, the masses mᵢ are positive, and ε is a scalar dielectric constant. Energy is measured from the valley edge. The model has one parabolic valley and no short-range potential from the donor core. Let m_min and m_max be the smallest and largest of the three masses. The levels, counted with multiplicity, are E₁ ≤ E₂ ≤ …, and the binding energy is B = −E₁. The claim is

m_min/(2ε²) ≤ B ≤ m_max/(2ε²),

with strict inequalities unless the three masses are equal. The two ends are the Rydbergs of isotropic donors with the same ε.

The kinetic and potential terms are both unbounded operators, so it is safest to work with the energy as a quadratic form,

q[ψ] = Σᵢ (1/2mᵢ)∫|∂ᵢψ|² − (1/ε)∫|ψ|²/r,

for functions ψ that are square integrable together with their gradient. Integrals run over all space, and ‖f‖² means ∫|f|². Write q_light and q_heavy for the same form with all three masses replaced by m_min and by m_max.

The isotropic problem is solved by completing a square. Let r̂ be the radial unit vector and λ > 0. Expanding the square gives

|∇ψ + λr̂ψ|² = |∇ψ|² + λ r̂·∇|ψ|² + λ²|ψ|²,

because the cross terms ψ*∇ψ + ψ∇ψ* combine into ∇|ψ|². Since div r̂ = 2/r, integration by parts yields

∫ r̂·∇|ψ|² = −2∫|ψ|²/r.

For smooth ψ of bounded support the outer surface term vanishes. The term on a small sphere around the origin vanishes with the sphere's area. Hence

∫|∇ψ + λr̂ψ|² = ‖∇ψ‖² − 2λ∫|ψ|²/r + λ²‖ψ‖² ≥ 0.   (1)

Choosing λ = ‖∇ψ‖/‖ψ‖ in (1) gives

∫|ψ|²/r ≤ ‖∇ψ‖ ‖ψ‖.   (2)

The Coulomb term is therefore finite and continuous on the whole form domain, and (1) extends to that domain by approximation with smooth functions. Now divide (1) by 2m, set λ = m/ε and take ‖ψ‖ = 1:

(1/2m)‖∇ψ‖² − (1/ε)∫|ψ|²/r ≥ −m/(2ε²).   (3)

Equality requires ∇ψ = −λr̂ψ, so ψ is proportional to exp(−mr/ε). The isotropic ground-state binding is thus m/(2ε²). A heavier particle pays less kinetic energy for confinement near the charge and is bound more strongly.

Next comes the operator ordering. For each axis, 1/m_max ≤ 1/mᵢ ≤ 1/m_min. Multiply by the nonnegative number ½∫|∂ᵢψ|², sum over i, and subtract the same Coulomb term from all three members:

q_heavy[ψ] ≤ q[ψ] ≤ q_light[ψ] for every ψ.   (4)

This is what H_heavy ≤ H ≤ H_light means. It does not require the operators to commute, and for unequal masses they do not. Taking the infimum over normalized ψ in (4), and using (3) at both ends, gives

−m_max/(2ε²) ≤ inf q ≤ −m_min/(2ε²).   (5)

It remains to show that this infimum is an actual bound level. Let ψₖ be normalized functions with q[ψₖ] → E₁, where E₁ denotes the infimum. Their gradients stay bounded. To see this, keep half of the heavy kinetic energy aside and apply (3) with mass 2m_max to the other half:

q[ψₖ] ≥ ‖∇ψₖ‖²/(4m_max) − m_max/ε².

A subsequence therefore converges weakly, together with its gradient, to some ψ with ‖ψ‖ ≤ 1. Let χ be a smooth cutoff between 0 and 1, equal to 1 for r < R and to 0 for r > 2R. On a bounded region, weak convergence with bounded gradients implies strong convergence, so f = χ(ψₖ − ψ) has ‖f‖ → 0 while ‖∇f‖ stays bounded. By (2), ∫|f|²/r → 0, and the Coulomb energy weighted by χ² converges. The remaining weight lies at r > R, where it contributes at most 1/(εR) for each function. As R is arbitrary, the full Coulomb term converges. The kinetic term is a nonnegative quadratic form and cannot jump upward in a weak limit. Thus

q[ψ] ≤ E₁ < 0.

This excludes ψ = 0. By the definition of the infimum, also q[ψ] ≥ E₁‖ψ‖². Together, E₁‖ψ‖² ≤ E₁, and division by the negative number E₁ gives ‖ψ‖² ≥ 1. So ‖ψ‖ = 1 and the infimum is attained. Stationarity of q under small changes of ψ at fixed norm is the Schrödinger equation Hψ = E₁ψ. No part of the electron has escaped to infinity, because an escaped part would have energy of at least zero.

Strictness follows from the same states. Insert the true ground state ψ as a trial function for the heavy isotropic problem:

−m_max/(2ε²) ≤ E₁ − ½Σᵢ(1/mᵢ − 1/m_max)⟨pᵢ²⟩.   (6)

Insert the light isotropic ground state φ as a trial function for H:

E₁ ≤ −m_min/(2ε²) − ½Σᵢ(1/m_min − 1/mᵢ)⟨pᵢ²⟩_φ.   (7)

No ⟨pᵢ²⟩ can vanish: that would make the state constant along a whole axis, and it could not be normalized. If the masses are not all equal, each sum contains at least one positive term, and both inequalities are strict.

The ordering also controls excited levels. First, they exist. Suppose n − 1 eigenstates have been found, and minimize q among functions orthogonal to them. Orthogonality survives a weak limit, so the existence argument applies again if the new infimum is negative. It is: the span of n bound states of H_light has q ≤ q_light < 0 on every nonzero vector, and n dimensions always contain a vector orthogonal to n − 1 given ones. The minimizer is stationary against variations orthogonal to the earlier eigenstates. Against the earlier eigenstates themselves the cross terms of q vanish, because these states satisfy their own Schrödinger equations. It is therefore an eigenstate of H.

The min-max principle then reads

Eₙ = min over n-dimensional subspaces M of [ max of q[ψ] over normalized ψ in M ].   (8)

For the span of the first n eigenstates the maximum is Eₙ. Any other n-dimensional M contains a normalized vector orthogonal to the first n − 1 eigenstates, and on that vector q ≥ Eₙ. This proves (8). By (4), the maximum over each fixed M is ordered in the same way as the forms; minimizing over M preserves the order. The n-th level of H thus lies between the n-th levels of H_heavy and H_light.

Those isotropic levels are hydrogenic. With r = (ε/m)s the isotropic Hamiltonian becomes (m/ε²)(−½∇ₛ² − 1/s). For energy −κ²/2 in the scaled problem and angular momentum l, write s times the radial function as exp(−κs) Σₖ cₖ s^(k+l+1). Matching powers of s gives

(k+1)(k+2l+2) cₖ₊₁ = 2[κ(k+l+1) − 1] cₖ.

If the series does not end, cₖ₊₁/cₖ tends to 2κ/k, the sum grows like exp(2κs), and the state is not normalizable. Ending at some k requires κ = 1/N with N = k+l+1. For given N, l runs from 0 to N − 1 with 2l+1 states each, which makes N² states. Therefore

m_min/(2ε²N²) ≤ −Eₙ ≤ m_max/(2ε²N²),   (9)

where N is the hydrogen shell that contains the n-th state: N = 1 for n = 1, N = 2 for n = 2 to 5, N = 3 for n = 6 to 14. The label N is a matter of counting; it is not a quantum number of the anisotropic donor. Since (9) holds for every n, the donor has infinitely many bound levels.

Two short additions narrow the window. The first raises the guaranteed binding. Take the spherical trial function exp(−λr), normalized. Its gradient has magnitude λ times the function, so ⟨p²⟩ = λ², and symmetry gives ⟨pᵢ²⟩ = λ²/3. The Coulomb average is

⟨1/r⟩ = 4λ³ ∫₀^∞ r exp(−2λr) dr = λ.

Define the harmonic-mean mass by 3/m_h = 1/m₁ + 1/m₂ + 1/m₃. The trial energy is λ²/(2m_h) − λ/ε, with its minimum at λ = m_h/ε, so

B ≥ m_h/(2ε²).   (10)

As m_h ≥ m_min, this is at least as good as the lower end of the window. For nearly equal masses it is also the correct first-order result: the first-order energy change is ½Σᵢδ(1/mᵢ)⟨pᵢ²⟩ in the isotropic state, where the three averages are equal, so only the mean of the inverse masses enters.

The second addition concerns a uniaxial valley with two equal transverse masses m_t and a longitudinal mass m_l > m_t. As m_l grows without limit, the upper end m_l/(2ε²) diverges, but the binding does not. Drop the nonnegative longitudinal kinetic energy and use 1/r ≤ 1/ρ, where ρ is the distance from the long-mass axis. Both changes can only lower the energy. In the transverse plane div ρ̂ = 1/ρ, so the square corresponding to (1) is

∫|∇_ρψ + λρ̂ψ|² = ‖∇_ρψ‖² − λ∫|ψ|²/ρ + λ²‖ψ‖² ≥ 0.

Dividing by 2m_t and setting λ = 2m_t/ε gives

B ≤ 2m_t/ε²,   (11)

four times the light isotropic Rydberg, whatever the value of m_l. It improves on the heavy Rydberg when m_l > 4m_t.

For a numerical case take the round values m_t = 0.2, m_l = 0.9 and ε = 12. The light isotropic binding is 0.2/(2·144) hartree = 0.01890 eV. The heavy one is larger by the mass ratio 4.5, which gives 0.08504 eV. The corresponding isotropic radii ε/m are 31.75 angstrom (3.175 nm) and 7.06 angstrom (0.706 nm). The harmonic-mean mass is

m_h = 3/(2/0.2 + 1/0.9) = 0.2700,

so (10) guarantees 0.01890 × 0.2700/0.2 = 0.02551 eV. Bound (11) gives 4 × 0.01890 = 0.0756 eV, slightly below the heavy Rydberg.

Diagonalizing H in Laguerre functions times spherical harmonics gives B = 0.02914 eV, or 1.0711 × 10⁻³ hartree. Enlarging that basis from 16 radial functions per angular momentum, with l up to 9, to 20 functions, with l up to 12, changes the ground level by 0.0021 percent. A separate calculation with anisotropic Gaussians also gives 0.02914 eV. The binding is 1.54 times the light Rydberg and about a third of the heavy one. It sits towards the light end, and (10) already accounts for 0.02551 eV of it; the rest comes from letting the wave function depart from the best spherical exponential.

The strictness terms can be read in the same units. In (7) only the longitudinal axis contributes, with ⟨p_z²⟩ = (m_t/ε)²/3, and the extra binding is

0.01890 × (1 − 0.2/0.9)/3 = 0.00490 eV.

Thus B must be at least 0.02380 eV by this route, weaker than (10) because the trial radius was not adjusted. In (6) the two transverse axes contribute 0.01712 eV in the computed ground state. The heavy Rydberg must then be at least 0.02914 + 0.01712 = 0.04626 eV, as it is.

All fourteen lowest levels were tested against (9) and lie inside their windows. The second and fifth levels bind by 0.01056 and 0.00602 eV, between 0.00472 and 0.02126 eV. The sixth and fourteenth bind by 0.00501 and 0.00267 eV, between 0.00210 and 0.00945 eV. The anisotropy has spread the second shell so far that its last member lies close to the first member of the next group.

Two other mass sets show the range of the result at the same ε. Masses 0.2, 0.4 and 0.9 give B = 0.0373 eV, against 0.0329 eV from (10). Raising one transverse mass while the other two masses are held fixed has increased the binding, as the ordering requires. Masses 0.20, 0.20 and 0.21 give 0.01921 eV, against 0.01920 eV from (10), in keeping with the first-order argument.

The chosen masses and dielectric constant are roughly those of silicon, whose conduction band has six equivalent valleys. A phosphorus donor there binds by roughly 0.045 eV, clearly more than the model's 0.029 eV, or the 0.031 eV that the same model gives with unrounded silicon values (m_t = 0.1905, m_l = 0.9163, ε = 11.4). The main assumption that fails is the pure screened Coulomb attraction: close to the core, screening is incomplete and the valleys are coupled. A rough estimate adds the potential −(1 − 1/ε)exp(−r/c)/r, with a chosen core radius c = 0.5 angstrom. Its volume integral has magnitude 4π(1 − 1/ε)c², so to first order the binding rises by this factor times |ψ(0)|², or 0.0016 eV for one valley. If the core couples all six valleys with equal strength, the first-order gain of the symmetric combination is six times as much, 0.0096 eV, but first-order theory is then no longer valid. With the same spherical envelope in every valley, the averaged kinetic energy has mass m_h and the core acts six times as strongly. An attraction −g exp(−r/c)/r binds a particle of mass m by itself once 2mgc exceeds about 1.68, and here 2m_h·6(1 − 1/ε)c is 2.8. The envelope would collapse onto the core, where the effective-mass description fails. The 0.0096 eV therefore cannot be used to explain the phosphorus level; valley coupling needs a treatment beyond this model. For one valley the same measure is 0.47, and the first-order value is a rough size only: diagonalizing with the core included raises the one-valley binding by 0.0023 eV rather than 0.0016 eV. Treating the density as constant over the core is a smaller matter: for a spherical density of radius ε/m_h, its decay reduces the integral to 0.920 of the contact value, and in the anisotropic ground state to about 0.91.

The theorem's dependence on the potential is now visible. Inequality (4) survives any common potential for which the forms are defined, so a core attraction added to all three single-valley problems leaves their levels ordered. The ends are then no longer Rydbergs, and a strong enough core can bind the electron by more than m_max/(2ε²). In germanium, where the longitudinal mass is roughly twenty times the transverse one, the heavy Rydberg is a loose ceiling even without a core, and (11) is the better one, though still loose: at a mass ratio of 19.5 the single-valley binding is about 2.1 light Rydbergs, against the ceiling of 4.

Other omissions can be sized for the same donor. The ratio of binding to a rough gap of 1.1 eV is 0.026, but the correction from nonparabolic bands is larger than this ratio. If the kinetic energy T is replaced by T − αT², the first-order rise in binding is α⟨T²⟩, which is 5αB² in a hydrogenic ground state. Taking α as the inverse of this gap gives about 13 percent of B. The indirect gap does not in fact set α in silicon; the commonly used value of about 0.5 eV⁻¹ gives 7 to 8 percent. An electric field F along an axis gives the potential −1/(εz) − Fz, whose top lies at z = 1/√(εF) with height −2√(F/ε). It meets the unperturbed level when

F = εB²/4 = 0.0177 MV/cm.

This is a classical estimate for an isolated donor. Tunnelling empties the donor at lower fields, at a rate not calculated here, and in a cold crystal that carries current, impact ionization by free electrons sets in at far lower fields still. In a uniform field the energy has no lower bound, so the min-max argument no longer applies.

Temperature decides whether the bound level is occupied. Consider uncompensated donors of density N_D with six uncoupled valleys, at most one electron per donor and no excited levels. Twelve valley-spin states multiply both the free-electron density and the weight of the occupied donor, and cancel in the balance

n²/(N_D − n) = m_t m_l^(1/2) (k_BT/2π)^(3/2) exp(−B/k_BT),

where n is the free-electron density. For N_D = 10¹⁶ cm⁻³ and the model binding of 0.029 eV, not the larger phosphorus value, the ionized fraction is about 0.13 at 50 K and 0.99 at 300 K, where k_BT = 0.0259 eV is close to B. The 300 K value is sensitive to the omitted excited levels: counting the fourteen lowest levels lowers it to 0.93, while the 50 K value barely moves. A binding energy is therefore not a statement that the electron is bound at room temperature. Finally, the isolated-donor picture fails when neighbouring states overlap. The rough Mott criterion n_c^(1/3)a = 0.25, with the hydrogen-like radius a = 1/(2εB), puts this near 2 × 10¹⁸ cm⁻³, well above the chosen doping. The computed values are collected in the numerical output below.

Computed values

```
MODEL INPUTS
transverse mass: 0.20 electron masses
longitudinal mass: 0.90 electron masses
dielectric constant: 12.0 (no unit)
GROUND LEVEL
light isotropic binding: 0.01890 eV
heavy isotropic binding: 0.08504 eV
harmonic-mean mass: 0.2700 electron masses
harmonic-mean lower bound: 0.02551 eV
computed binding, Laguerre: 0.02914 eV
computed binding, Gaussian: 0.02914 eV
computed binding converted: 1.0711e-03 hartree
ground-level basis change: 0.0021 percent
light-side strict margin: 0.00490 eV
heavy-side strict margin: 0.01712 eV
light isotropic radius: 31.75 angstrom = 3.175 nm
heavy isotropic radius: 7.06 angstrom = 0.706 nm
LEVELS: lower bound, computed, upper bound on binding
level 2: 0.00472, 0.01056, 0.02126 eV
level 5: 0.00472, 0.00602, 0.02126 eV
level 6: 0.00210, 0.00501, 0.00945 eV
level 14: 0.00210, 0.00267, 0.00945 eV
largest basis change, 14 levels: 0.094 percent
OTHER MASSES: binding, harmonic-mean bound
masses (0.2, 0.4, 0.9): 0.03729, 0.03292 eV
masses (0.2, 0.2, 0.21): 0.01921, 0.01920 eV
NEGLECTED EFFECTS (estimates)
core radius chosen: 0.50 angstrom
central-cell shift, one valley: 0.0016 eV
central-cell shift, six valleys: 0.0096 eV
finite-core/contact ratio: 0.920 (no unit)
rough gap chosen: 1.1 eV
binding/gap: 0.026 (no unit)
barrier-lowering field: 0.0177 MV/cm
doping chosen: 1.0e+16 cm^-3
thermal energy at 300 K: 0.0259 eV
ionized fraction at 50 K: 0.128 (no unit)
ionized fraction at 300 K: 0.9874 (no unit)
rough Mott density: 1.8e+18 cm^-3
```
